# A misplaced semicore level from valence linearization, and its local-orbital cure

## Problem

An electron with $l=1$ moves in a spherical cell of radius $R_c=0.20$ nm, in the screened nuclear well

$$V(r)=-\frac{Ze^2}{4\pi\varepsilon_0\,r\,(1+r/a)^2},\qquad Z=64,\quad a=0.022\ \text{nm}.$$

Write $P(r)$ for $r$ times the radial function and $C=\hbar^2/2m=0.0381$ eV nm². Then

$$HP=-CP''+\left(V+\frac{2C}{r^2}\right)P .$$

At the cell edge take $(P/r)'=0$, that is $P'=P/R_c$, called the bonding edge. Diagonalization in 50 polynomial functions of $\sqrt r$ spanning the cell gives a semicore 5p level $E_s=-15.735$ eV, a valence 6p level $E_v=4.077$ eV and a next level $E_3=54.368$ eV. The 4p core level lies far below, at $-222.8$ eV.

An augmented basis uses, inside a sphere of radius $S=0.15$ nm, only $u=P(r;E_v)$ and its energy derivative $\dot u$, with $u$ normalized in the sphere at every energy. Outside, the basis is complete.

(a) Where does this basis put the semicore level?
(b) On which side of $E_v$ does the misplaced level lie?
(c) Can one added function restore the spectrum?

## First estimate by scaling

The true semicore function inside the sphere is, up to a factor,

$$u+\varepsilon\dot u+\tfrac12\varepsilon^2\ddot u+\dots,\qquad \varepsilon=E_s-E_v=-19.81\ \text{eV}.$$

The basis holds the first two terms. Let $N=\langle\dot u|\dot u\rangle$, with brackets denoting integrals over the sphere. Radial integration gives $\sqrt N=0.03945$ eV⁻¹.

If each energy derivative brings a factor $\sqrt N$, the missing part has norm $\tfrac12\varepsilon^2N$. The energy is stationary at a true state, so its error is quadratic in the missing part. With $1/\sqrt N$ as the energy scale,

$$\Delta E\sim\frac{1}{\sqrt N}\left(\frac{\varepsilon^2N}{2}\right)^2=\frac{(|\varepsilon|\sqrt N)^4}{4\sqrt N}=\frac{0.782^4}{4\times0.03945}\ \text{eV}\approx2.4\ \text{eV}.$$

The expansion parameter 0.782 is not small, so this is an order of magnitude at best. It also does not say whether the level stays below the valence state.

## Exact solution

**Identities in the sphere.** Differentiating $(H-E)P(r;E)=0$ with respect to $E$ gives

$$(H-E_v)u=0,\qquad (H-E_v)\dot u=u .$$

Differentiating $\langle u|u\rangle=1$ gives $\langle u|\dot u\rangle=0$. Therefore

$$1=\langle u|(H-E_v)\dot u\rangle-\langle\dot u|(H-E_v)u\rangle=-C\int_0^S(u\dot u''-\dot u u'')\,dr .$$

The integrand is the derivative of $u\dot u'-\dot u u'$, which vanishes at the origin. Hence

$$C(u'\dot u-u\dot u')=1. \tag{1}$$

Here and below, functions outside brackets are taken at $S$.

**Eliminating the exterior.** Levels are the energies at which

$$F=\int_0^{R_c}\left[CP'^2+\left(V+\frac{2C}{r^2}-E\right)P^2\right]dr-\frac{C}{R_c}P(R_c)^2$$

has a nonzero stationary function. The last term produces the bonding edge condition.

Augmented functions match in value and slope at $S$, but a complete exterior basis makes the slope condition ineffective. Adding $\Delta\,(r-S)e^{-(r-S)/d}$ outside changes the slope by $\Delta$ and leaves the value alone. Its gradient energy is $C\Delta^2d/4$, which vanishes as $d\to0$, as do its other contributions to $F$. Only continuity survives in the limit.

For fixed $P(S)$, the stationary exterior function $\chi$ solves the radial equation at energy $E$. Let $L(E)=\chi'/\chi$ at $S$. Integration by parts gives the exterior part of $F$ as $-CL\,P(S)^2$, because the terms at $R_c$ cancel. Inside, set $P=c_1f_1+c_2f_2$ with $f_1=u$, $f_2=\dot u$. Integration by parts leaves the surface term $Cf_if_j'$, so $F=\sum c_iK_{ij}c_j$ with

$$K_{ij}=\langle f_i|(H-E)f_j\rangle+Cf_i(f_j'-Lf_j).$$

From here on $\varepsilon=E-E_v$. With $a_L=u'-Lu$ and $b_L=\dot u'-L\dot u$, the identities give

$$K_{11}=-\varepsilon+Cua_L,\qquad K_{22}=-\varepsilon N+C\dot ub_L,$$
$$K_{12}=1+Cub_L,\qquad K_{21}=C\dot ua_L .$$

The last two are equal, since $C(\dot ua_L-ub_L)=C(\dot uu'-u\dot u')=1$ by (1). In the determinant

$$(-\varepsilon+Cua_L)(-\varepsilon N+C\dot ub_L)-C\dot ua_L(1+Cub_L)$$

the terms $C^2u\dot u\,a_Lb_L$ cancel, leaving

$$\varepsilon^2N-\varepsilon C(\dot ub_L+Nua_L)-C\dot ua_L=0. \tag{2}$$

**The valence level.** At $E_v$ the exterior solution continues $u$ smoothly, so $L=u'/u$ and $a_L=0$. Thus $\varepsilon=0$ solves (2), and the valence level is exact.

**Which side of $E_v$?** At $E_v$ we have $K_{11}=K_{12}=0$. Equation (1) with $a_L=0$ gives $Cb_L=-1/u$, so

$$K_{22}(E_v)=-\frac{\dot u(S)}{u(S)} .$$

For fixed $c_i$, the derivative of $F$ with respect to $E$ is $-\int_0^{R_c}P^2dr<0$, because the exterior is already stationary. The eigenvalues of $K$ therefore fall as $E$ rises. They start positive at very low $E$, and each passage through zero is a level. This count holds if $L$ has no pole below $E_v$, meaning that no exterior state with a node at $S$ lies there. That is the case here: the valence function has no node between $S$ and $R_c$, and as $E$ falls the nodes of the solution started at the cell edge only move further inward, so none reaches $S$. Then

$$\frac{\dot u(S)}{u(S)}>0\ \Longleftrightarrow\ \text{one misplaced level lies below }E_v. \tag{3}$$

For a negative ratio, no level of this basis lies below $E_v$.

**Numbers.** Radial integration gives, in powers of nm and eV, $u=4.1395$, $u'=105.77$, $\dot u=0.15766$ and $\dot u'=-2.312$. Equation (1) reads $0.0381\,(16.68+9.57)=1.00$. The ratio $\dot u/u=0.0381$ eV⁻¹ is positive, so the level lies below $E_v$. A numerical root search in (2) gives

$$E_g=-12.09\ \text{eV},\qquad E_g-E_s=3.64\ \text{eV}.$$

At this root $\varepsilon=-16.17$ eV and $L\approx-4.84$ nm⁻¹. The three terms of (2) are then $0.407$, $0.349$ and $-0.756$, which sum to zero.

With value and slope both matched and exterior polynomials up to degree 8, 16, 32 and 64, direct diagonalization gives $-11.856$, $-12.033$, $-12.077$ and $-12.088$ eV. The excess over the limit falls fourfold at the last doubling. This agrees with the layer argument if degree $M$ resolves a layer $d\propto M^{-2}$ at the boundary.

**What the ghost is.** The deep core states have weight below $10^{-7}$ in every normalized function of this basis, exterior part included, and I treat them as orthogonal to it. Every basis function is then a mixture of true states from $E_s$ upward, so no basis level can lie below $E_s$.

The ghost is also orthogonal to the valence state, which the basis contains. If $w_s$ is its semicore weight, the rest of it has energy at least $E_3$:

$$E_g\ge w_sE_s+(1-w_s)E_3\ \Rightarrow\ w_s\ge\frac{E_3-E_g}{E_3-E_s}=\frac{66.46}{70.10}=0.948 .$$

Direct projection gives $w_s=0.972$. For this sphere radius the ghost is the semicore state itself, raised by an admixture of less than 3% of high-lying states.

**One local orbital.** Let $u_s=P(r;E_s)$, normalized in the sphere, and form

$$w=u_s+\alpha u+\beta\dot u,\qquad w(S)=w'(S)=0 .$$

The two conditions are $\alpha u+\beta\dot u=-u_s$ and $\alpha u'+\beta\dot u'=-u_s'$. By (1) their determinant is $u\dot u'-u'\dot u=-1/C$, so

$$\alpha=C(u_s\dot u'-u_s'\dot u),\qquad \beta=C(uu_s'-u'u_s).$$

Also $(E_s-E_v)\langle u|u_s\rangle=\langle u|(H-E_v)u_s\rangle=-C(uu_s'-u'u_s)=-\beta$. Numerically $\langle u|u_s\rangle=0.5659$, so $\beta=19.812\times0.5659=11.21$ eV, while $\alpha=0.072$.

Since $w$ vanishes with its slope at $S$, it needs no exterior part. The true semicore function is $w-\alpha u-\beta\dot u$ inside, and it joins its exterior part smoothly. The enlarged basis therefore contains both the semicore and the valence state.

The deep core states are again treated as orthogonal to the basis, so true levels are counted from $E_s$ upward. By the min–max principle, the $k$-th level of a restricted basis is not below the $k$-th true level. With $E_s$ and $E_v$ both present, they must be the first two levels, and the third cannot lie below $E_3$. No place remains for a ghost below $E_3$. Diagonalization with exterior degree 16 gives $-15.735$, $4.077$ and $55.71$ eV. The third is an upper approximation to $E_3=54.37$ eV. A complete exterior lowers it only to 55.69 eV, so the excess comes from the functions in the sphere.

## Comparison

The scaling estimate of 2.4 eV has the right order; the exact misplacement is 3.64 eV. The agreement is partly a cancellation. Projection in the sphere shows that the part of $u_s$ outside the span of $u$ and $\dot u$ has norm 0.116, not the assumed 0.306, while its energy cost per squared norm is far above the assumed $1/\sqrt N=25$ eV. The fourth power in the estimate can be examined where it should hold, by linearizing close to the semicore level. Linearization 1 and 2 eV above $E_s$ gives semicore errors of $1.15\times10^{-5}$ and $1.93\times10^{-4}$ eV, a ratio of 16.7 against the expected 16. Extending this law to 19.8 eV gives $1.15\times10^{-5}\times19.8^4\approx1.8$ eV, half the true misplacement, so higher orders matter at the valence energy.

The estimate misses the change of side. With the well, bonding edge and $E_v$ held fixed, the sphere radius alone moves the ghost:

| $S$ (nm) | $\dot u/u$ (eV⁻¹) | misplaced level (eV) |
|---|---|---|
| 0.13 | 0.109 | −15.14 |
| 0.15 | 0.038 | −12.09 |
| 0.17 | 0.005 | −0.22 |
| 0.19 | −0.015 | 22.87 |

The semicore weight of the misplaced level falls from 0.997 in the first row to 0.57 in the last, where the level is a strong mixture with the next true state. A true level cannot depend on $S$, which is a choice of basis. As $\dot u/u$ passes through zero, so does $K_{22}(E_v)$, and the ghost crosses the valence level.

The antibonding edge, $P(R_c)=0$, is a second case. Its true valence level is 28.24 eV. Linearizing there with $S=0.13$ nm puts the ghost at 11.28 eV, between the two valence edges, where it could pass for a valence state.

The local orbital need not sit exactly at the semicore energy. Setting it $\delta$ too high leaves a function error of order $\delta$ and hence an energy error of order $\delta^2$. For 1 and 2 eV the errors are $2.8\times10^{-5}$ and $1.1\times10^{-4}$ eV. If the basis built for the bonding edge is kept and the edge changed to antibonding, the semicore error is 0.0001 eV and the valence error 0.044 eV with a complete exterior (0.045 eV with exterior degree 16). The latter arises 24 eV from the linearization energy.

## The model beside gadolinium

The nuclear charge, the cell radius and a semicore level roughly 20 eV below the valence states are in the range of gadolinium metal. The well is not self-consistent, and it leaves 14% of the semicore charge outside the 0.15 nm sphere, so the misplacement is not a prediction for the metal.

Between the two cell edges the semicore level moves by 1.7 eV and the valence level by 24 eV. The second figure is a crude spread of p states alone; in the metal they mix with s and d states.

Relativity is another large omission. Solving the Dirac equation in the same well puts the semicore levels at $-20.4$ eV (p$_{1/2}$) and $-17.1$ eV (p$_{3/2}$). The splitting is 3.3 eV, comparable with the misplacement. The weighted mean shift is $-2.5$ eV; the valence level shifts by $-1.4$ eV on the same weighting, so the mean distance between the two levels grows by 1.1 eV. A calculation for the metal must therefore build $u$, $\dot u$ and the local orbital from relativistic radial functions in a self-consistent potential.
